# Dirac Landau levels and the critical magnetic field: a program that tests the result

```python
"""
Result under test: an electron in a uniform magnetic field along z has
    E^2 = m^2 + pz^2 + 2 n B,   n = 0, 1, 2, ...
with two states per sign of E for n >= 1 and one (spin down) for n = 0,
at fixed pz and fixed orbit centre.
Units: hbar = c = m = 1; B means (elementary charge) x (field), so that
B = 1 is the critical field m^2 c^2 / (e hbar).
pz: momentum along the field; ky: conserved momentum fixing the orbit centre.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad

PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
ALPHA = [np.kron(PAULI[0], s) for s in PAULI]
BETA = np.kron(PAULI[2], np.eye(2))
SIGMA_Z = np.kron(np.eye(2), PAULI[2])


def grid_levels(B, pz, charge=-1, sign=1, pauli_term=0.0, count=4):
    """Lowest |E| of one sign, with multiplicity and mean spin, from a sinc grid.

    A finite square matrix has a spurious partner of the zero mode. It lives
    at the limits of the grid, so its transverse kinetic energy is large.
    Within each degenerate cluster only states with small pi_perp^2 are kept.
    """
    points, step = 61, 0.3                       # step in magnetic lengths
    index = np.arange(points)
    x = step * (index - points // 2) / np.sqrt(B)
    diff = index[:, None] - index[None, :]
    same = diff == 0
    safe = np.where(same, 1, diff)
    alternating = np.where(diff % 2 == 0, 1.0, -1.0)
    derivative = np.where(same, 0.0, alternating / safe) * np.sqrt(B) / step
    px_squared = np.where(same, np.pi**2 / 3,
                          2 * alternating / safe**2) * B / step**2
    ky = 0.4 * np.sqrt(B)
    pi_y = np.diag(ky - charge * B * x)
    one = np.eye(points)
    H = (np.kron(ALPHA[0], -1j * derivative) + np.kron(ALPHA[1], pi_y)
         + np.kron(pz * ALPHA[2] + BETA + pauli_term * BETA @ SIGMA_Z, one))
    H = sign * H
    transverse = np.kron(np.eye(4), (px_squared + pi_y @ pi_y) / B)
    spin = np.kron(SIGMA_Z, one)
    E, V = np.linalg.eigh(H)
    V, E = V[:, E > 0], E[E > 0]
    clusters = np.split(np.arange(len(E)), np.where(np.diff(E) > 1e-7)[0] + 1)
    levels = []
    for cluster in clusters:
        C = V[:, cluster]
        w, U = np.linalg.eigh(C.conj().T @ transverse @ C)
        K = C @ U[:, w < 20]
        number = K.shape[1]
        if number:
            energy = np.trace(K.conj().T @ H @ K).real / number
            mean_spin = np.trace(K.conj().T @ spin @ K).real / number
            levels.append((energy, number, mean_spin))
        if len(levels) == count:
            break
    return levels


def formula(n, B, pz):
    return np.sqrt(1 + pz**2 + 2 * n * B)


# Spectrum, multiplicity and spin of the lowest level, for both signs of E
# and both signs of the charge, from weak to very strong field
largest_error = 0.0
for B in (0.01, 1.0, 10.0):
    for pz in (0.0, 0.5):
        for charge in (-1, 1):
            for sign in (1, -1):
                levels = grid_levels(B, pz, charge, sign)
                assert [lev[1] for lev in levels] == [1, 2, 2, 2]
                assert abs(levels[0][2] - charge) < 1e-7
                for n, lev in enumerate(levels):
                    error = abs(lev[0] - formula(n, B, pz))
                    largest_error = max(largest_error, error)
assert largest_error < 1e-8

# Weak-field expansion and the size of the first gap
weak = grid_levels(1e-3, 0.0)
for n in (1, 2):
    expansion = n * 1e-3 - n**2 * 1e-6 / 2
    assert abs(weak[n][0] - 1 - expansion) < n**3 * 1e-9
gap_critical = grid_levels(1.0, 0.0)[1][0] - 1
gap_three_halves = grid_levels(1.5, 0.0)[1][0] - 1
assert abs(gap_critical - (np.sqrt(3) - 1)) < 1e-8
assert abs(gap_three_halves - 1) < 1e-8

# An additional Pauli moment removes the twofold degeneracy
pauli_strength = 0.01
split = grid_levels(1.0, 0.0, pauli_term=pauli_strength)
assert [lev[1] for lev in split] == [1, 1, 1, 1]
pauli_splitting = split[2][0] - split[1][0]
assert abs(pauli_splitting - 2 * pauli_strength) < 1e-8

# Explicit bispinors: apply the differential Dirac operator and integrate
X, Y, Z = sp.symbols("x y z", real=True)
Bt, pt, kt = 0.7, 0.4, 0.3                       # field, pz, ky of this test
x_line = np.linspace(-12, 12, 2401)


def oscillator(n):
    u = sp.sqrt(Bt) * (X + kt / Bt)
    norm = (Bt / sp.pi)**sp.Rational(1, 4) / sp.sqrt(2**n * sp.factorial(n))
    return (sp.I**n * norm * sp.hermite(n, u) * sp.exp(-u**2 / 2)
            * sp.exp(sp.I * (kt * Y + pt * Z)))


def sigma_dot_pi(pair):
    up, down = pair

    def pix(f):
        return -sp.I * sp.diff(f, X)

    def piy(f):
        return -sp.I * sp.diff(f, Y) + Bt * X * f

    def piz(f):
        return -sp.I * sp.diff(f, Z)
    return (piz(up) + pix(down) - sp.I * piy(down),
            pix(up) + sp.I * piy(up) - piz(down))


bispinor_residual = 0.0
for n in (0, 1, 2):
    k = np.sqrt(2 * n * Bt)
    lambdas = [-pt] if n == 0 else [s * np.sqrt(pt**2 + k**2) for s in (1, -1)]
    for lam in lambdas:
        if n == 0:
            chi = (sp.Integer(0), oscillator(0))
        else:
            scale = np.sqrt(2 * lam * (lam - pt))
            chi = (k / scale * oscillator(n - 1),
                   (lam - pt) / scale * oscillator(n))
        for sign in (1, -1):
            E = sign * formula(n, Bt, pt)
            N = np.sqrt(2 * E * (E + 1))
            upper = [(E + 1) / N * f for f in chi]
            lower = [lam / N * f for f in chi]
            su, sl = sigma_dot_pi(upper), sigma_dot_pi(lower)
            residual = [upper[i] + sl[i] - E * upper[i] for i in (0, 1)]
            residual += [su[i] - lower[i] - E * lower[i] for i in (0, 1)]
            values = sp.lambdify((X, Y, Z), residual, "numpy")(x_line, 0.3, 0.2)
            bispinor_residual = max(
                [bispinor_residual] + [np.max(np.abs(v)) for v in values])
            parts = sp.lambdify((X, Y, Z), upper + lower, "numpy")(
                x_line, 0.3, 0.2)
            density = sum(np.abs(v)**2 for v in parts)
            assert abs(np.sum(density) * (x_line[1] - x_line[0]) - 1) < 1e-9
assert bispinor_residual < 1e-10

# Symmetric gauge: zero modes and their total density per area
for l in (0, 3):
    f = (X - sp.I * Y)**l * sp.exp(-Bt * (X**2 + Y**2) / 4)
    pix_f = -sp.I * sp.diff(f, X) - Bt * Y / 2 * f
    piy_f = -sp.I * sp.diff(f, Y) + Bt * X / 2 * f
    value = (pix_f - sp.I * piy_f).subs({X: 0.8, Y: -0.5})
    assert abs(complex(sp.N(value))) < 1e-12
radius, area_density = 1.5, 0.0
for l in range(26):
    norm = 2 * np.pi * quad(
        lambda r: r**(2 * l + 1) * np.exp(-Bt * r * r / 2), 0, 25,
        epsabs=0, epsrel=1e-10, limit=200)[0]
    area_density += radius**(2 * l) * np.exp(-Bt * radius**2 / 2) / norm
assert abs(area_density / (Bt / (2 * np.pi)) - 1) < 1e-8

# Critical field in SI and two routes through other tabulated constants
B_crit = sc.m_e**2 * sc.c**2 / (sc.e * sc.hbar)
compton = sc.physical_constants["Compton wavelength"][0] / (2 * np.pi)
B_atomic = sc.physical_constants["atomic unit of mag. flux density"][0]
assert abs(sc.hbar / (sc.e * compton**2) / B_crit - 1) < 1e-7
assert abs(B_atomic / sc.alpha**2 / B_crit - 1) < 1e-7
rest_keV = sc.m_e * sc.c**2 / sc.e / 1e3

# Worked example
field, pz = 1.0e9, 0.5
b = field / B_crit
example = grid_levels(b, pz)
assert [lev[1] for lev in example] == [1, 2, 2, 2]
for n, lev in enumerate(example):
    assert abs(lev[0] - formula(n, b, pz)) < 1e-8
b_lab = 10.0 / B_crit
gap_lab = 2 * b_lab / (1 + np.sqrt(1 + 2 * b_lab))   # avoids cancellation

print(f"critical field B_c = {B_crit:.4e} T")
print(f"critical field B_c = {B_crit / B_atomic:.1f} atomic units")
print(f"reduced Compton wavelength = {compton * 1e15:.2f} fm")
print(f"magnetic length at B_c = {np.sqrt(sc.hbar/(sc.e*B_crit))*1e15:.2f} fm")
print(f"electron rest energy = {rest_keV:.3f} keV")
print(f"example field = {field:.1e} T")
print(f"example field / B_c = {b:.6f}")
print(f"example pz = {pz:.2f} mc")
for n, lev in enumerate(example):
    E = formula(n, b, pz)
    print(f"n={n}: E formula = {E:.8f} mc^2, grid = {lev[0]:.8f} mc^2")
    print(f"n={n}: E = {E * rest_keV:.3f} keV, states = {lev[1]}")
print(f"example n=0 mean Sigma_z = {example[0][2]:.6f}")
print(f"example magnetic length = {np.sqrt(sc.hbar/(sc.e*field))*1e15:.2f} fm")
print(f"example states per area = {sc.e * field / sc.h * 1e-18:.4e} nm^-2")
print(f"first gap at 10 T, pz=0 = {gap_lab * rest_keV * 1e6:.4f} meV")
print(f"first gap at B_c, pz=0 = {gap_critical:.6f} mc^2")
print(f"first gap at B_c, pz=0 = {gap_critical * rest_keV:.3f} keV")
print(f"first gap at 1.5 B_c, pz=0 = {gap_three_halves:.6f} mc^2")
print(f"Pauli-term strength in test = {pauli_strength:.3f} mc^2")
print(f"resulting n=1 splitting at B_c, pz=0 = {pauli_splitting:.6f} mc^2")
print(f"largest grid-formula energy difference = {largest_error:.1e} mc^2")
print(f"largest bispinor residual = {bispinor_residual:.1e} (relativistic units)")
print("OK")
```

It prints:

```
critical field B_c = 4.4140e+09 T
critical field B_c = 18778.9 atomic units
reduced Compton wavelength = 386.16 fm
magnetic length at B_c = 386.16 fm
electron rest energy = 510.999 keV
example field = 1.0e+09 T
example field / B_c = 0.226552
example pz = 0.50 mc
n=0: E formula = 1.11803399 mc^2, grid = 1.11803399 mc^2
n=0: E = 571.314 keV, states = 1
n=1: E formula = 1.30502997 mc^2, grid = 1.30502997 mc^2
n=1: E = 666.869 keV, states = 2
n=2: E formula = 1.46840269 mc^2, grid = 1.46840269 mc^2
n=2: E = 750.352 keV, states = 2
n=3: E formula = 1.61533578 mc^2, grid = 1.61533578 mc^2
n=3: E = 825.435 keV, states = 2
example n=0 mean Sigma_z = -1.000000
example magnetic length = 811.30 fm
example states per area = 2.4180e+05 nm^-2
first gap at 10 T, pz=0 = 1.1577 meV
first gap at B_c, pz=0 = 0.732051 mc^2
first gap at B_c, pz=0 = 374.077 keV
first gap at 1.5 B_c, pz=0 = 1.000000 mc^2
Pauli-term strength in test = 0.010 mc^2
resulting n=1 splitting at B_c, pz=0 = 0.020000 mc^2
largest grid-formula energy difference = 5.3e-15 mc^2
largest bispinor residual = 2.4e-15 (relativistic units)
OK
```
